# Single-point supercell polarization and its exact match to Berry-phase strings

A 2×2×6 supercell of a model titanate gives a polarization of −18.66 μC/cm² when its many-electron phase is read off directly. The same crystal, with the same Hamiltonian and the equivalent 2×2×6 mesh of k points, gives +31.41 μC/cm² from Berry-phase strings. The values differ even in sign, yet neither calculation contains a numerical fault. Their difference is 50.07 μC/cm², and finding out where that number comes from yields a scheme that can be trusted.

## The naive scheme

Take a crystal with orthogonal cell edges $a_x,a_y,c$ and cross-section $A=a_xa_y$. Build a supercell of $M_1\times M_2\times M_3$ cells. Its length along $z$ is $L=M_3c$, and it contains $N_s=M_1M_2$ columns of cells. Let $\delta=2\pi/L$. The electron charge is $-e$, the macroscopic field is zero, and the electrons form a spin-degenerate Slater determinant with $n$ filled bands per spin.

The total coordinate $X=\sum_i z_i$ is not an acceptable operator under periodic boundary conditions, because moving one electron by $L$ changes $X$ but not the physical state. The operator $e^{i\delta X}$ is unaffected by such a move. Resta's number for the electrons of one spin is therefore

$$z=\langle\Psi|e^{i\delta X}|\Psi\rangle .$$

If $X$ were sharply distributed about $X_0$, $z$ would be close to $e^{i\delta X_0}$, so $\mathrm{Im}\ln z/\delta$ serves as the electronic position. The naive scheme computes $z$ once and converts its phase to a polarization. It then adds the ionic dipole of the primitive cell divided by that cell's volume, removes whole multiples of $2e/A$ and compares with the strings. It fails in two separate ways, by a sign and by a branch. Its result also carries a finite-length error that agreement with the strings cannot reveal.

## From the many-electron phase to the strings

**Determinant.** The operator $e^{i\delta X}=\prod_i e^{i\delta z_i}$ acts on each electron separately. It turns the determinant of orbitals $\psi_n$ into the determinant of orbitals $e^{i\delta z}\psi_n$. For $N$ electrons the overlap of the two is

$$z=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_{i=1}^N S_{P(i)Q(i)},\qquad S_{mn}=\langle\psi_m|e^{i\delta z}|\psi_n\rangle .$$

Relabelling the factors by $P^{-1}$ makes every term depend on $QP^{-1}$ alone. The sum over $P$ then gives $N!$ equal contributions, and $z=\det S$. A unitary change $U$ of the occupied orbitals replaces $S$ by $U^\dagger SU$, whose determinant is the same. Any basis of the occupied space will do.

**Choice of basis.** An orbital periodic over the supercell can be classified by a primitive wave vector from the mesh $k_j=2\pi j/L$, $j=0,\dots,M_3-1$, with similar meshes across $z$. If the highest filled level on the whole mesh lies below the lowest empty one, the occupied supercell space is the union of the primitive occupied spaces. Without this gap, the lowest levels of the supercell need not put $n$ electrons at every k point, and the equivalence fails.

**Selection rule.** Write $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, up to normalization. The integrand of $\langle\psi_{\mathbf k'}|e^{i\delta z}|\psi_{\mathbf k}\rangle$ is a cell-periodic function times $e^{i(\mathbf k+\delta\hat z-\mathbf k')\cdot\mathbf r}$. Its sum over the cells vanishes unless $\mathbf k'=\mathbf k+\delta\hat z$, up to a reciprocal vector. What survives is the link matrix

$$B_j=\langle u_{k_j+\delta}|u_{k_j}\rangle ,$$

an $n\times n$ matrix at fixed transverse wave vector $k_\perp$. The last link returns to $k=0$ through $G=2\pi/c$. Since $\psi_{k+G}=\psi_k$, it must use $u_{k+G}=e^{-iGz}u_k$.

**Sign.** Within one string, $B_j$ stands in column block $j$ and row block $j+1$, and the last one stands in row block 0. To make the matrix block diagonal, move the $n$ rows of block 0 below the other $n(M_3-1)$ rows. This takes $n\cdot n(M_3-1)$ exchanges, and $n^2$ has the parity of $n$. Different $k_\perp$ do not couple, so

$$z=(-1)^{n(M_3-1)N_s}\prod_{k_\perp}\prod_{j=0}^{M_3-1}\det B_j .$$

This is an identity at finite size, for the modulus as well as the phase. Its premises are a single determinant and a gap; the derivation gives no such factorization for a correlated state, although $z$ itself remains defined.

The determinant step and the sign were tested against the definition on chains of three or four cells with three orbitals each and one or two filled bands. There $|\Psi|^2e^{i\delta X}$ was summed over every electron configuration. The largest difference from the string formula was $3\times10^{-15}$. Plane-wave electrons in a periodic potential, with one to three filled bands and four to six cells, agreed to $9\times10^{-15}$.

## First failure: a missing sign

In the titanate model $n=9$. A single column of six cells has the sign $(-1)^{9\cdot5}=-1$, and the computed ratio of $z$ to the string product is indeed −1.000000. For five cells it is +1.000000. If the ionic phase of one primitive cell were combined with the six-cell $z$, the total phase would be wrong by $\pi$. With one column this is half of $2e/A$, or 100 μC/cm².

The cure is to sum the ions over the supercell too. Let $Q$ be half of an ion's core charge in units of $e$, the share that balances one spin. Neutrality means $\sum Q=n$ per cell. An ion at height $\tau$ has copies at $\tau+mc$, and one column contributes

$$\delta\sum_{m=0}^{M_3-1}Q(\tau+mc)=\frac{2\pi Q}{M_3c}\left[M_3\tau+c\,\frac{M_3(M_3-1)}2\right]=\frac{2\pi Q\tau}{c}+\pi Q(M_3-1).$$

Summed over the ions of a cell, the last term gives the factor $(-1)^{n(M_3-1)}$, which cancels the electronic sign. The total phase is

$$\Phi=\delta\sum_I Q_IZ_I-\mathrm{Im}\ln z ,$$

with $Z_I$ running over all ions of the supercell. The electrons enter with a minus sign because their charge is negative. A shift of the origin by $s$ adds $\delta s$ times the number of electrons of one spin to both terms, so $\Phi$ does not change. A shift of 0.037 nm in the 2×2×6 cell confirmed this to within $10^{-8}$.

The charges $Q$ are integers here. With an odd core charge, $Q$ would be half-integral, and moving that ion by $L$ would change $\Phi$ by $\pi$. One should then use both spins together, with the number $z^2$ and the full core charges.

## Second failure: a shrinking quantum

The dipole of both spins is $2e\Phi/\delta$ and the volume is $N_sAL$. Since $\delta L=2\pi$,

$$P=\frac{2e}{N_sA}\,\frac{\Phi}{2\pi}.$$

The phase is known modulo $2\pi$, so $P$ is known modulo $2e/(N_sA)$. In the example $2e/A=200.27$ μC/cm². Four columns reduce the quantum to 50.07 μC/cm², which is the discrepancy of the opening:

$$-18.66+50.07=31.41\ \mu\mathrm{C/cm^2}.$$

The mechanism is a sum. The supercell phase is $\Phi=\sum_{k_\perp}\phi(k_\perp)$ modulo $2\pi$, where $\phi$ is the total phase of one string, ions included. A mean of 31.41 μC/cm² corresponds to an average $\phi$ of $2\pi\times31.41/200.27=0.985$ rad, which is well inside $(-\pi,\pi]$. Four such phases add up to 3.94 rad, which lies outside it and is reported as −2.34 rad.

The strings retain more information because $\phi(k_\perp)$ can be followed as a continuous function of $k_\perp$. Once that is done, a remaining change of branch shifts all strings together and changes $P$ by $2e/A$. If the strings were folded independently and one landed on another branch than its neighbours, their mean would be wrong by $2e/(N_sA)$, just as in the supercell. Using $z^2$ for both spins halves the supercell quantum again, to $e/(N_sA)$.

Five supercells were compared with their meshes. Polarizations are in μC/cm².

| Supercell | $z$/strings | Single point | Strings | Quantum |
|---|---|---|---|---|
| 1×1×5 | +1 | 37.52 | 37.52 | 200.27 |
| 1×1×6 | −1 | 37.69 | 37.69 | 200.27 |
| 3×1×4 | −1 | −32.86 | 33.89 | 66.76 |
| 2×2×6 | +1 | −18.66 | 31.41 | 50.07 |
| 3×3×4 | −1 | 7.80 | 30.06 | 22.25 |

The last three pairs differ by one quantum each. Apart from the predicted sign, $z$ and the string product agree to $10^{-13}$, and the level spectra agree to about $10^{-14}$ eV.

The 3×3×4 cell is the most deceptive, because 7.80 μC/cm² looks reasonable. Choosing the branch nearest to an estimate does not rescue it. Formal ionic charges give 16.02 μC/cm², which is closer to 7.80 than to 30.06. Such a choice is safe when the estimate is known to be within half a quantum of the answer, here 11.1 μC/cm².

A safe procedure follows the phase from a state whose polarization is known. Let $\lambda$ scale the displacements, from the centrosymmetric crystal at 0 to the polar one at 1. Inversion reverses $P$, so the centrosymmetric phase must be 0 or $\pi$ modulo $2\pi$; here it is 0. A supercell phase of 0 does not by itself fix the reference modulo $2e/A$: with an even number of columns, strings that all have phase $\pi$ also add up to 0. Following the phase gives the change of $P$, and the reference value must come from the primitive cell. In this model every string phase of the centrosymmetric crystal is 0, so the reference is $P=0$. For the 2×2×6 cell the raw phases are:

| $\lambda$ | Raw phase (rad) | Followed $P$ (μC/cm²) |
|---|---|---|
| 0.25 | 1.012 | 8.06 |
| 0.50 | 2.012 | 16.03 |
| 0.75 | 2.990 | 23.83 |
| 1.00 | −2.341 | 31.41 |

Adding $2\pi$ to the last phase gives 3.942 rad, which continues the sequence. The path was computed in eight equal steps, the largest of which was 0.507 rad. The rule is that the true phase must change by less than $\pi$ per step and that the gap must stay open along the path. At a given change of $P$, the total phase grows in proportion to $N_s$, so a wider cell needs more steps.

## A weaker signal in a wider cell

The modulus of $z$ also changes with shape. Let $\mathcal P_k$ project on the filled states at $k$. To second order in $\delta$, a link loses the part of the filled states that has turned into the empty space:

$$|\det B|^2\simeq1-\delta^2g(k),\qquad g=\sum_v\langle\partial_ku_v|(1-\mathcal P_k)|\partial_ku_v\rangle .$$

Each link thus contributes $-\delta^2g/2$ to $\ln|z|$. With $N_sM_3$ links and a mesh average $\bar g$,

$$|z|\simeq\exp\!\left(-\frac{2\pi^2\bar g}{c^2}\,\frac{N_s}{M_3}\right).$$

For one column of five and six cells, $|z|$ is 0.670 and 0.712. The products $M_3\ln|z|$ are −2.01 and −2.04, nearly constant as the formula requires. Widening lowers $|z|$ to 0.305 for 2×2×6, and the wider and shorter 3×3×4 cell gives 0.023. The formula is a long-cell limit: for these four cells it overestimates $-\ln|z|$ by 4 to 14 per cent, while for one column of 40 cells it agrees to three digits. If all three dimensions grow together, $N_s/M_3$ grows as the linear size and $|z|$ falls exponentially with it. For a determinant this is harmless when the phase and the logarithm of the modulus are accumulated separately. Where $z$ is estimated by random sampling, a small modulus makes its phase hard to resolve.

## What agreement does not show

Both routes use the same finite $\delta$, so they share its error. To find its order, label a link by its midpoint $k$ and choose states that vary smoothly along the string:

$$f(k,\delta)=\mathrm{Im}\ln\det\langle u_{k+\delta/2}|u_{k-\delta/2}\rangle .$$

Exchanging the two ends changes $\delta$ into $-\delta$ and conjugates the determinant. Hence $f$ is odd in $\delta$:

$$f=\delta\,\mathcal A(k)+\delta^3b(k)+\dots,\qquad \mathcal A=\sum_v i\langle u_v|\partial_ku_v\rangle .$$

The first coefficient follows from $\langle u_v|\partial_ku_v\rangle$ being imaginary: the linear term of the overlap is $\frac\delta2(\langle\partial_ku_v|u_v\rangle-\langle u_v|\partial_ku_v\rangle)=-\delta\langle u_v|\partial_ku_v\rangle$. An equally spaced sum of a smooth periodic function converges faster than any power of $\delta$, so $\delta\sum\mathcal A$ becomes $\oint\mathcal A\,dk$. The cubic terms sum to $\delta^2\oint b\,dk$. The leading error of $P$ is therefore proportional to $1/M_3^2$.

Measuring this error needs a reference without links: the charge carried while $\lambda$ changes slowly. Let a filled state be $|v\rangle+\sum_cb_c|c\rangle$, where $c$ runs over empty states. To first order in $\dot\lambda$, the Schrödinger equation gives

$$i\hbar\dot\lambda\langle c|\partial_\lambda v\rangle+E_vb_c=E_cb_c,\qquad b_c=\frac{i\hbar\dot\lambda\langle c|\partial_\lambda v\rangle}{E_c-E_v}.$$

Differentiating $H|v\rangle=E_v|v\rangle$ gives $\langle c|\partial_\lambda v\rangle=\langle c|\partial_\lambda H|v\rangle/(E_v-E_c)$. The velocity operator is $\partial_kH/\hbar$, and its zeroth-order average vanishes over filled bands. The first-order part is $2\,\mathrm{Re}\sum\langle v|\partial_kH|c\rangle b_c/\hbar$. Inserting $b_c$ and dividing by $\dot\lambda$, one finds the displacement per unit $\lambda$:

$$\Omega(k)=-2\,\mathrm{Im}\sum_{v,c}\frac{\langle v|\partial_\lambda H|c\rangle\langle c|\partial_kH|v\rangle}{(E_v-E_c)^2}.$$

The same quantity is the derivative of the string phase. After an integration by parts in $k$,

$$\partial_\lambda\oint\mathcal A\,dk=\oint\sum_v i\big(\langle\partial_\lambda v|\partial_kv\rangle-\langle\partial_kv|\partial_\lambda v\rangle\big)dk=-2\,\mathrm{Im}\oint\sum_v\langle\partial_\lambda v|\partial_kv\rangle\,dk .$$

Inserting a complete set of states leaves the empty ones, since the filled–filled part is the trace of a product of two anti-Hermitian matrices and is real. The two derivative formulas then reproduce $\Omega$. This justifies reading the long-string phase as a polarization.

In an orbital basis there is one more term. If Bloch phases are attached to cell positions, $\Omega$ gives the motion between cells. The motion within a cell is the change of $\sum_\alpha p_\alpha\tau_\alpha$, where $p_\alpha$ is the population of orbital $\alpha$ and $\tau_\alpha$ its height.

For 2×2 strings the current gives 31.734 μC/cm². The strings deviate from it by −0.323 at $M_3=6$, −0.181 at 8, −0.0449 at 16 and −0.0112 at 32. Doubling the length from 16 to 32 divides the error by 4.005, as the expansion predicts.

The transverse mesh matters more here. At $M_3=32$, the polarization is 38.04 μC/cm² with one string, 31.72 with 2×2, 30.59 with 4×4 and 30.54 with 8×8. A long, thin supercell thus reproduces its own string perfectly and still misses the 8×8 value by 25 per cent.

## The titanate and its real counterpart

The cubic cell has an edge of 0.40 nm. Titanium sits at its centre, oxygen at the face centres and a large divalent cation at the corners. Five Ti d orbitals lie 4.0 eV above nine O p orbitals. Let $\mathbf e$ point from O to Ti, and describe a d orbital by a symmetric traceless matrix $D$ with $\mathrm{Tr}\,D^2=1$. Its hopping to the orbital $p_i$ is

$$\left(\frac{0.20\ \mathrm{nm}}{d}\right)^{7/2}\left\{\sqrt{\tfrac32}\,e_i(\mathbf e D\mathbf e)V_\sigma+\sqrt2\,[(D\mathbf e)_i-e_i(\mathbf eD\mathbf e)]V_\pi\right\},$$

with $V_\sigma=2.2$ eV, $V_\pi=-1.1$ eV and bond length $d$. The position operator is diagonal in the orbitals. The core charges are 4 for Ti, 4 for each O and 2 for the cation, 18 in all, which balance nine doubly filled bands.

In the polar state Ti moves by +0.005 nm, the two oxygens beside it in the plane normal to $z$ by −0.006 nm, and the oxygen on the $z$ bond by −0.010 nm. Formal charges would give

$$\frac{4(0.005)+2(0.006+0.006+0.010)}{0.40^3}=1.00\ \frac{e}{\mathrm{nm}^2}=16.0\ \mu\mathrm{C/cm^2}.$$

This is also the model's limit of zero hopping, where all electrons stay on oxygen. The computed 30.5 μC/cm², or 0.00534 $e$/bohr², is 1.9 times larger, so in this model the excess is due to p–d hopping.

These are round values in the rough regime of tetragonal barium titanate, whose room-temperature polarization is roughly 26 μC/cm². The nearness of 30.5 does not validate the model. Its 4.0 eV gap is somewhat high, the real one being roughly 3 eV. At fixed displacements, changing the level separation by +0.5 or −0.5 eV moves $P$ by −1.8 or +2.2 μC/cm², which indicates the sensitivity to missing charge self-consistency. Lowering the separation to 3.0 eV, to match the real gap, raises $P$ by 4.8. Oxygen–oxygen hoppings of 0.5 and −0.1 eV add 1.6 and by themselves lower the gap to 2.8 eV, so the gap alone does not fix the level separation. Off-diagonal position elements on the p–d bonds, assumed equal to the hopping times $e_z(0.005\ \mathrm{nm})/V_\sigma$, subtract 2.1 to first order; with the opposite sign they would add as much. Cell edges of 0.399, 0.399 and 0.403 nm subtract 0.8. Carriers excited thermally across the model's gap are negligible, with a factor $e^{-E_g/2kT}\approx10^{-34}$ at 300 K; carriers from defects and impurities, which dominate in real samples, are not included. The p–d hoppings matter as well: changing both by +10 or −10 per cent moves $P$ by +1.5 or −1.6, and replacing the exponent 7/2 of their distance law by 3 or 4 moves it by −2.8 or +2.8. Covalency of the large cation is not included. Each change alone moves $P$ by up to about five units, and changes of level separation, hopping strength and exponent taken together in one direction span about 25 to 41 μC/cm². The model therefore supports a value of order 30 μC/cm² and no sharper one, however many digits the two routes share.

Real capacitors break the assumption of zero macroscopic field, because electrodes screen imperfectly. With no screening at all, this polarization held fixed would produce $P/\varepsilon_0\approx345$ MV/cm. Even a small unscreened fraction can therefore matter. If it reduced the displacements by 10 per cent, $P$ would fall by 3.0 μC/cm².

## The scheme that remains

1. Confirm a gap between the filled and empty supercell levels at every step of the path from the reference state. For a perfect crystal this is the gap over the whole equivalent mesh.
2. Compute $\det S$ for the occupied supercell orbitals, keeping phase and log-modulus separately.
3. Sum the ionic phase over every ion of the supercell and form $\Phi$.
4. Follow $\Phi$ from a reference of known polarization, in steps below $\pi$, and convert with $2e/(N_sA)$.
5. Converge the length and the cross-section separately.

For a perfect crystal the strings are the cheaper route. With dense diagonalization, whose cost grows as the cube of the matrix size, one supercell of $N$ cells costs about $N^2$ times as much as $N$ primitive k points. The single-point form is useful where no primitive cell exists, as in a disordered or thermally displaced crystal, and there steps 3 and 4 have no strings to correct them. The numerical output follows below.

## Calculated quantities

```
configuration sum vs string, largest error: 3.0e-15
plane-wave supercell vs string, largest error: 8.6e-15
cell edge: 0.40 nm; d-p level separation: 4.0 eV
pd sigma, pd pi at 0.20 nm: 2.2, -1.1 eV
shifts Ti, Ox, Oy, Oz, cation: 0.005, -0.006, -0.006, -0.010, 0.000 nm
string quantum 2e/A: 200.272 uC/cm2
mesh | |z| | z/(string product) | P single point | P strings | quanta (uC/cm2)
(1, 1, 5) | 0.66965 | +1.000000 | 37.5243 | 37.5243 | -0.000000 of 200.272
(1, 1, 6) | 0.71211 | -1.000000 | 37.6863 | 37.6863 | -0.000000 of 200.272
(3, 1, 4) | 0.25240 | -1.000000 | -32.8647 | 33.8926 | 1.000000 of 66.757
(2, 2, 6) | 0.30534 | +1.000000 | -18.6572 | 31.4108 | 1.000000 of 50.068
(3, 3, 4) | 0.02305 | -1.000000 | 7.8039 | 30.0564 | 1.000000 of 22.252
largest errors: z ratio 9.1e-14, total phase 1.6e-13, energies 1.1e-14 eV
2x2x6 path, amplitude: raw phase (rad), followed P (uC/cm2)
  0.00: +0.0000, 0.0000
  0.25: +1.0121, 8.0648
  0.50: +2.0120, 16.0327
  0.75: +2.9903, 23.8286
  1.00: -2.3413, 31.4108
largest phase step on the path: 0.5068 rad
adiabatic-current P, 2x2 strings: 31.73366 uC/cm2
  M3 = 6: P error -0.32284 uC/cm2
  M3 = 8: P error -0.18067 uC/cm2
  M3 = 16: P error -0.04493 uC/cm2
  M3 = 32: P error -0.01122 uC/cm2
error ratio M3 = 16 to 32: 4.0052
P with 1x1 strings, M3 = 32: 38.0372 uC/cm2
P with 2x2 strings, M3 = 32: 31.7224 uC/cm2
P with 4x4 strings, M3 = 32: 30.5868 uC/cm2
P with 8x8 strings, M3 = 32: 30.5387 uC/cm2
final P: 30.539 uC/cm2 = 0.005338 e/bohr^2
P from formal ionic charges: 16.022 uC/cm2; gap: 4.000 eV
changes of P by neglected effects (uC/cm2):
  O-O hopping 0.5/-0.1 eV: +1.577
  level separation +0.5 eV: -1.799
  level separation -0.5 eV: +2.173
  strain, edges 0.399/0.399/0.403 nm: -0.817
  amplitude 10% smaller: -2.999
  off-diagonal z element 0.005 nm toward Ti: -2.107
thermal carrier factor exp(-gap/2kT) at 300 K: 2.5e-34
unscreened field P/eps0 without electrodes: 345 MV/cm
```
